**Excess current of a short superconducting contact at high bias**

The program tests the law $I_{\rm exc}=(2e\Delta/h)\sum_n X(D_n)$, where $\Delta$ is the gap, $D_n$ are the normal-state transmissions and $X$ is a closed function of one transmission. With $R$ the normal resistance, the law gives $eI_{\rm exc}R=8\Delta/3$ for ballistic and $(\pi^2/4-1)\Delta$ for diffusive contacts. The program asserts that the spectral formula agrees with plane-wave matching at a delta barrier, and that $X$ agrees with the energy integral of the matched waves. It solves the full ladder of multiple Andreev reflections between two superconductors and asserts agreement with $X$ at large bias, including one case with unequal gaps and one at finite temperature. For the diffusive contact it asserts the average over the known eigenvalue density, and separately simulates disordered wires without assuming that density. The output shows the ladder result for $D=1$ moving from 2.6546 at $eV=40\Delta$ to 2.6665 at $4000\Delta$, against the limit 2.6667. The simulated wires give $eI_{\rm exc}R=1.461\Delta$, compared with $1.467\Delta$ from the formula.

## Numerical verification

```python
"""
Excess current of a short contact between two superconductors.
Claim: at large bias I = V/R + I_exc, I_exc = (2 e Delta/h) sum_n X(D_n),
X = D^2/(1-D) * (1 - D^2 ln[(1+r)/(1-r)] / (2 r (2-D))), r = sqrt(1-D).
This gives e I_exc R = 8 Delta/3 (all D=1) and (pi^2/4-1) Delta (diffusive).
D: normal transmission; Delta: gap; R: normal resistance; g = 1+A-B, where
A, B are Andreev and normal reflection probabilities of one NS contact.
Energies are in units of Delta unless a unit is stated.
"""
import numpy as np
import sympy as sp
from scipy.constants import e, h
from scipy.special import expit


def excess_formula(D):
    """Closed form X(D); D=1 is approached from below."""
    D = np.minimum(np.asarray(D, dtype=float), 1 - 1e-7)
    r = np.sqrt(1 - D)
    log_term = 2 * np.log1p(r) - np.log(D)
    return D**2 / (1 - D) * (1 - D**2 * log_term / (2 * r * (2 - D)))


def g_formula(E, D):
    if E < 1:
        return 2 * D**2 / ((2 - D)**2 - 4 * (1 - D) * E**2)
    return 2 * D * E / (D * E + (2 - D) * np.sqrt(E**2 - 1))


def g_matching(E, D):
    """Match plane waves at a delta barrier between N and S."""
    Z = np.sqrt(1 / D - 1)
    xi = np.sqrt(complex(E**2 - 1))
    u = np.sqrt(0.5 * (1 + xi / E))
    v = 1 / (2 * E * u)
    # unknowns: Andreev and normal reflection, two transmitted amplitudes
    matrix = np.array([[0, 1, -u, -v],
                       [1, 0, -v, -u],
                       [0, 1j - 2 * Z, 1j * u, -1j * v],
                       [-1j - 2 * Z, 0, 1j * v, -1j * u]])
    source = np.array([-1, 0, 1j + 2 * Z, 0])
    amp = np.linalg.solve(matrix, source)
    return 1 + abs(amp[0])**2 - abs(amp[1])**2


def gauss(lo, hi, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


def excess_matching(D):
    """Twice the integral of g-D over positive energies, from matching."""
    total = 0.0
    for angle, w in zip(*gauss(0, np.pi / 2, 60)):
        total += w * np.cos(angle) * (g_matching(np.sin(angle), D) - D)
    for s, w in zip(*gauss(0, 1, 60)):
        E = (s + 1 / s) / 2
        total += w * (1 / s**2 - 1) / 2 * (g_matching(E, D) - D)
    return 2 * total


def ladder_current(D, bias, gaps=(1.0, 1.0), kT=0.0, N=3):
    """DC current, in units 2 e Delta/h, from the full Andreev ladder."""
    eps, weight = [], []
    for gap, centre in ((gaps[0], 0.0), (gaps[1], bias)):
        edges = [gap]
        while 3 * edges[-1] < bias / 2:
            edges.append(3 * edges[-1])
        edges.append(bias / 2)
        edges = [-x for x in edges[::-1]] + edges
        for lo, hi in zip(edges[:-1], edges[1:]):
            t, w = gauss(-np.pi / 2, np.pi / 2, 24)
            eps.append(centre + (lo + hi) / 2 + (hi - lo) / 2 * np.sin(t))
            weight.append(w * np.cos(t) * (hi - lo) / 2)
    eps, weight = np.concatenate(eps), np.concatenate(weight)
    M = 2 * N + 1
    EL = eps[:, None] + 2 * bias * np.arange(-N, N + 1)
    ER = EL + bias
    # mode order: left electrons, left holes, right electrons, right holes
    E = np.concatenate([EL, EL, ER, ER], axis=1)
    gap = np.repeat(gaps, 2 * M)[None, :]
    root = np.sqrt((E**2 - gap**2).astype(complex))
    root = np.where(abs(E) > gap, np.sign(E) * root, root)
    a = gap / (E + root)
    inject = np.sqrt(np.clip(1 - abs(a)**2, 0, None))
    inject = np.where(abs(E) > gap, inject, 0)
    r, t = np.sqrt(1 - D), 1j * np.sqrt(D)
    S = np.eye(4 * M, dtype=complex) * r
    for i in range(M):
        S[i, 2 * M + i] = S[2 * M + i, i] = t
        if i > 0:
            S[M + i, 3 * M + i - 1] = S[3 * M + i - 1, M + i] = np.conj(t)
    S[M, M] = S[4 * M - 1, 4 * M - 1] = 1  # closed ends of the ladder
    k = np.arange(M)
    partner = np.concatenate([M + k, k, 3 * M + k, 2 * M + k])
    G = np.linalg.inv(np.eye(4 * M) - a[:, :, None] * S[partner][None])
    incoming = G * inject[:, None, :]
    outgoing = S @ incoming
    f = expit(-E / kT) if kT > 0 else (E < 0).astype(float)
    net = (abs(incoming[:, :M])**2 - abs(outgoing[:, :M])**2)
    return np.sum(weight * np.sum(net * f[:, None, :], axis=(1, 2)))


def haar(n, rng):
    z = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    q, upper = np.linalg.qr(z)
    d = np.diag(upper)
    return q * (d / abs(d))


def wire_eigenvalues(n, slices, T, rng):
    """Transmission eigenvalues of random scatterers in series."""
    one = np.eye(n)
    total_t, total_rp = one.astype(complex), np.zeros((n, n), complex)
    r, t = np.sqrt(1 - T), 1j * np.sqrt(T)
    for _ in range(slices):
        P, Q = haar(n, rng), haar(n, rng)
        rs = r * Q @ P
        new_t = t * P @ np.linalg.solve(one - total_rp @ rs, total_t)
        back = np.linalg.solve(one - rs @ total_rp, t * Q)
        total_rp = r * one + t * P @ total_rp @ back
        total_t = new_t
    return np.linalg.svd(total_t, compute_uv=False)**2


# Spectral formula against wave matching
for D in (0.1, 0.5, 0.9, 1.0):
    for E in (0.2, 0.7, 0.98, 1.03, 1.8, 6.0):
        assert abs(g_formula(E, D) - g_matching(E, D)) < 1e-10

# Closed form against energy integration of the matched waves
for D in (0.1, 0.4, 0.8, 0.95, 1.0):
    assert abs(excess_matching(D) - excess_formula(D)) < 2e-6

# Ballistic and tunnel limits
q = sp.symbols('q', positive=True)
log_series = sp.series(sp.log(1 + q) - sp.log(1 - q), q, 0, 8).removeO()
X_sym = (1 - q**2)**2 / q**2 * (
    1 - (1 - q**2)**2 * sp.expand(log_series / (2 * q)) / (1 + q**2))
ballistic = sp.limit(sp.cancel(sp.together(X_sym)), q, 0)
assert ballistic == sp.Rational(8, 3)
assert abs(excess_matching(1e-2) / 1e-4 - 1) < 0.03

# Two-superconductor ladder at increasing bias
biases = (40.0, 400.0, 4000.0)
ladder = {}
for D in (0.4, 0.8, 1.0):
    ladder[D] = [ladder_current(D, b) - D * b for b in biases]
    errors = [abs(x - excess_formula(D)) for x in ladder[D]]
    assert errors[2] < 0.01 and errors[2] < errors[0]
D_test = 0.8
unequal = ladder_current(D_test, 4000.0, gaps=(1.0, 0.5)) - D_test * 4000
assert abs(unequal - 0.75 * excess_formula(D_test)) < 0.01
warm = ladder_current(D_test, 4000.0, kT=0.4) - D_test * 4000
assert abs(warm - excess_formula(D_test)) < 0.01

# Diffusive average at fixed energy and after energy integration
rs, ws = gauss(0, 1, 60)
for E in (0.3, 0.8, 1.2, 3.0):
    mean_g = sum(w * g_matching(E, 1 - x**2) / (1 - x**2)
                 for x, w in zip(rs, ws))
    target = np.arctanh(E) / E if E < 1 else E * np.arctanh(1 / E)
    assert abs(mean_g - target) < 1e-7
diffusive = sum(w * excess_matching(1 - x**2) / (1 - x**2)
                for x, w in zip(rs, ws))
diffusive_exact = np.pi**2 / 4 - 1
assert abs(diffusive - diffusive_exact) < 1e-4

# Disordered wire, without assuming an eigenvalue density
rng = np.random.default_rng(12)
modes, slices, slice_T, samples = 80, 40, 0.8, 8
wire = np.concatenate([wire_eigenvalues(modes, slices, slice_T, rng)
                       for _ in range(samples)])
wire = np.maximum(wire, 1e-25)
wire_ratio = np.sum(excess_formula(wire)) / np.sum(wire)
wire_second = np.sum(wire**2) / np.sum(wire)
assert abs(wire_ratio / diffusive_exact - 1) < 0.05
assert abs(wire_second - 2 / 3) < 0.03

# Worked example
gap_meV, R_ohm = 0.20, 50.0
gap_volt = gap_meV * 1e-3
unit_nA = 2 * e**2 / h * gap_volt * 1e9
print(f"gap Delta = {gap_meV:.2f} meV; normal resistance R = {R_ohm:.0f} ohm")
print(f"h/(2e^2) = {h/(2*e**2):.1f} ohm")
print(f"open channels for this R = {h/(2*e**2)/R_ohm:.1f} (dimensionless)")
print(f"current unit 2 e Delta/h = {unit_nA:.3f} nA")
print(f"ballistic e I_exc R/Delta = {float(ballistic):.6f} (dimensionless)")
print(f"diffusive e I_exc R/Delta, formula = {diffusive_exact:.6f}")
print(f"diffusive e I_exc R/Delta, integrated = {diffusive:.6f}")
print(f"ballistic I_exc = {float(ballistic)*gap_volt/R_ohm*1e6:.3f} microA")
print(f"diffusive I_exc = {diffusive_exact*gap_volt/R_ohm*1e6:.3f} microA")
print("single channel: D, X, e I_exc R/Delta (dimensionless), I_exc (nA)")
for D in (0.1, 0.4, 0.5, 0.8, 0.95, 1.0):
    X = float(excess_formula(D))
    print(f"  {D:.2f}  {X:.5f}  {X/D:.5f}  {X*unit_nA:.3f}")
print("ladder: D, eV/Delta, (I-V/R)/(2 e Delta/h), asymptote X")
for D in ladder:
    for b, value in zip(biases, ladder[D]):
        print(f"  {D:.1f}  {b:.0f}  {value:.5f}  {excess_formula(D):.5f}")
print(f"ladder D={D_test}, eV=4000 Delta, kT=0.4 Delta: excess {warm:.5f}")
print(f"ladder D={D_test}, eV=4000 Delta, gaps 1 and 0.5: {unequal:.5f}")
print(f"unequal-gap prediction: {0.75*excess_formula(D_test):.5f}")
print(f"wire: {modes} modes, {slices} slices, slice transmission {slice_T}")
print(f"wire: {samples} samples, mean sum of D = {wire.sum()/samples:.3f}")
print(f"wire: e I_exc R/Delta = {wire_ratio:.4f} (dimensionless)")
print(f"wire: sum D^2 / sum D = {wire_second:.4f} (diffusive law 2/3)")
print("success")
```

Printed output:

```
gap Delta = 0.20 meV; normal resistance R = 50 ohm
h/(2e^2) = 12906.4 ohm
open channels for this R = 258.1 (dimensionless)
current unit 2 e Delta/h = 15.496 nA
ballistic e I_exc R/Delta = 2.666667 (dimensionless)
diffusive e I_exc R/Delta, formula = 1.467401
diffusive e I_exc R/Delta, integrated = 1.467401
ballistic I_exc = 10.667 microA
diffusive I_exc = 5.870 microA
single channel: D, X, e I_exc R/Delta (dimensionless), I_exc (nA)
  0.10  0.01100  0.10999  0.170
  0.40  0.23115  0.57787  3.582
  0.50  0.39613  0.79226  6.138
  0.80  1.36359  1.70449  21.130
  0.95  2.26898  2.38840  35.160
  1.00  2.66667  2.66667  41.323
ladder: D, eV/Delta, (I-V/R)/(2 e Delta/h), asymptote X
  0.4  40  0.22327  0.23115
  0.4  400  0.23035  0.23115
  0.4  4000  0.23107  0.23115
  0.8  40  1.35199  1.36359
  0.8  400  1.36239  1.36359
  0.8  4000  1.36347  1.36359
  1.0  40  2.65456  2.66667
  1.0  400  2.66542  2.66667
  1.0  4000  2.66654  2.66667
ladder D=0.8, eV=4000 Delta, kT=0.4 Delta: excess 1.36347
ladder D=0.8, eV=4000 Delta, gaps 1 and 0.5: 1.02262
unequal-gap prediction: 1.02269
wire: 80 modes, 40 slices, slice transmission 0.8
wire: 8 samples, mean sum of D = 7.328
wire: e I_exc R/Delta = 1.4607 (dimensionless)
wire: sum D^2 / sum D = 0.6636 (diffusive law 2/3)
success
```
